# Why contamination leaves the slope of an oxide-thickness calibration alone

**Question.** Oxide films on silicon are measured by photoemission, whose thickness scale depends on a poorly known attenuation length, and by ellipsometry, which also sees water and hydrocarbons adsorbed on the surface. Why does a straight-line fit of one thickness against the other yield the attenuation length from its slope, while a constant adsorbed layer shows up in the intercept?

**Answer.** The two errors have different forms. A wrong attenuation length stretches the photoemission scale by a factor and leaves its zero in place, because a surface without oxide emits no oxide signal. A constant adsorbed layer shifts every ellipsometric reading by the same length. A slope depends on differences between samples, and a common shift drops out of differences.

**The photoemission scale**

Let $t$ be the true oxide thickness, $\theta$ the emission angle from the surface normal, and $L$ the effective attenuation length in the oxide, taken as equal for the oxide and substrate Si 2p lines. An electron from depth $z$ escapes without loss with probability $e^{-z/\Lambda}$, where $\Lambda=L\cos\theta$. The oxide signal is proportional to

$$\int_0^t e^{-z/\Lambda}\,dz=\Lambda\left(1-e^{-t/\Lambda}\right),$$

and the substrate signal is reduced by $e^{-t/\Lambda}$. Let $R$ be the oxide-to-substrate intensity ratio and $R_0$ the same ratio for clean bulk materials. Dividing the two signals gives

$$\frac{R}{R_0}=\frac{1-e^{-t/\Lambda}}{e^{-t/\Lambda}}=e^{t/\Lambda}-1 .$$

The analyst does not know $L$ and uses an assumed value $L_a$. Take $R_0$ as measured on clean bulk samples, so that it does not depend on $L_a$. This condition matters: $R_0$ is proportional to the ratio of the attenuation lengths in oxide and in silicon, and calculating it with $L_a$ and the correct silicon value would make the stretch depend on thickness. For the films below, the fit would then give $L=3.39$ nm instead of 3.50 nm. With a measured $R_0$ the reported thickness is

$$y=L_a\cos\theta\,\ln\left(1+\frac{R}{R_0}\right)=L_a\cos\theta\,\frac{t}{L\cos\theta}=\frac{L_a}{L}\,t .$$

An adsorbate on the photoemission sample attenuates both lines. Their kinetic energies differ by about 4 eV in nearly 1400 eV, so the attenuation almost cancels in $R$. With a rough energy scaling that makes $L$ 0.2% longer for the substrate line, and the same attenuation lengths in the adsorbate as in the oxide, 0.6 nm of adsorbate on a 5 nm oxide changes $y$ by $-0.0009$ nm. The absolute oxide intensity would fall to 0.81 of its clean value. The ratio is what protects $y$.

**The ellipsometric offset**

Ellipsometry measures $r_p/r_s$, the ratio of the reflection amplitudes for the two polarizations. To see how a thin layer changes it, take fields varying as $e^{-i\omega t}$ (here $t$ is time), $z$ pointing into the sample, $k=2\pi/\lambda$, incidence angle $\varphi$ and $S=\sin^2\varphi$. A medium of permittivity $\varepsilon_j$ has normal wavenumber $q_j$ with $q_j^2=k^2(\varepsilon_j-S)$; the ambient has $\varepsilon=1$ and $q_0=k\cos\varphi$, and the substrate has $\varepsilon_s$ and $q_s$.

For s light, $Y=E'/(iE)$ is continuous across interfaces. Since $E''=-q_j^2E$,

$$Y'=iq_j^2-iY^2 .$$

In the substrate $Y=q_s$. Going up through a layer of small thickness $d$ changes it by

$$\delta Y=-id\,(q_j^2-q_s^2)=ik^2d\,(\varepsilon_s-\varepsilon_j).$$

With $r_s=(q_0-Y)/(q_0+Y)$, differentiating the logarithm and using $q_0^2-q_s^2=k^2(1-\varepsilon_s)$ gives

$$\delta\ln r_s=-\frac{2q_0\,\delta Y}{q_0^2-q_s^2}=2iq_0d\,\frac{\varepsilon_s-\varepsilon_j}{\varepsilon_s-1}.$$

For p light the continuous quantity is $Z=H'/(i\varepsilon H)$, which obeys $Z'=iq_j^2/\varepsilon_j-i\varepsilon_jZ^2$ and equals $q_s/\varepsilon_s$ in the substrate. The same steps give

$$\delta\ln r_p=2iq_0d\,\frac{1-S/\varepsilon_j-\varepsilon_j(\varepsilon_s-S)/\varepsilon_s^2}{1-S-(\varepsilon_s-S)/\varepsilon_s^2}.$$

Multiply numerator and denominator by $\varepsilon_s^2$ and factor each:

$$\delta\ln r_p=2iq_0d\,\frac{\varepsilon_s-\varepsilon_j}{\varepsilon_s-1}\cdot\frac{\varepsilon_s-S(\varepsilon_s+\varepsilon_j)/\varepsilon_j}{\varepsilon_s\cos^2\varphi-S}.$$

Subtracting $\delta\ln r_s$ subtracts 1 from the last fraction. Its numerator becomes

$$\varepsilon_s-\frac{S\varepsilon_s}{\varepsilon_j}-S-\varepsilon_s\cos^2\varphi+S=\varepsilon_sS\,\frac{\varepsilon_j-1}{\varepsilon_j}.$$

To first order each layer acts independently, so the contributions add:

$$\delta\ln\frac{r_p}{r_s}=iA\sum_j d_jg_j,\qquad g_j=\frac{(\varepsilon_s-\varepsilon_j)(\varepsilon_j-1)}{\varepsilon_j},$$

$$A=\frac{2k\cos\varphi\,\sin^2\varphi\;\varepsilon_s}{(\varepsilon_s-1)(\varepsilon_s\cos^2\varphi-\sin^2\varphi)} .$$

Silicon absorbs weakly at the red wavelength used below, so $A$ and $g_j$ are nearly real and the layers mainly shift the phase. An instrument that interprets this phase as oxide alone reports

$$x=t+c,\qquad c\simeq d_c\,\frac{g_c}{g_{ox}},$$

for an adsorbate of thickness $d_c$. The offset $c$ does not contain $t$.

This is a first-order result, and for an 8 nm oxide it already predicts a phase change of about 23 degrees, which is not very small. There is a second reason for the constancy. An adsorbate with exactly the oxide's index would be indistinguishable from extra oxide, giving $c=d_c$ at any $t$. Real adsorbates have an index close to that of the oxide, so little variation is expected. The full multilayer calculation below measures what remains.

**What the regression does**

Eliminating $t$ gives

$$y=\frac{L_a}{L}(x-c).$$

The least-squares slope and intercept are

$$m=\frac{\sum_i(x_i-\bar x)(y_i-\bar y)}{\sum_i(x_i-\bar x)^2},\qquad b=\bar y-m\bar x .$$

If $c$ is common to all samples, $x_i-\bar x=t_i-\bar t$, and $c$ has vanished from $m$. It survives in $\bar x=\bar t+c$. Hence

$$m=\frac{L_a}{L},\qquad b=-mc,\qquad L=\frac{L_a}{m},\qquad c=-\frac{b}{m}.$$

The separation needs a range of thicknesses and a free intercept. One sample alone gives $L_ax/y=L(1+c/t)$, which approaches $L$ only for $t\gg c$. A line forced through the origin has slope

$$m_0=\frac{\sum x_iy_i}{\sum x_i^2}=\frac{L_a}{L}\left(1-c\,\frac{\sum x_i}{\sum x_i^2}\right),$$

so the offset leaks into the attenuation length.

**Numbers**

Take fourteen model films from 1.5 to 8.0 nm in steps of 0.5 nm, with $L=3.5$ nm, $L_a=3.0$ nm and $\theta=34$ degrees. The ellipsometer works at 632.8 nm and 70 degrees, with indices $3.88+0.02i$ for silicon, 1.46 for oxide and 1.40 for the adsorbate, which is 0.6 nm thick. The weights are $g_{ox}=6.860$ and $g_c=6.413$, so the first-order offset is $c=0.935\times0.6=0.561$ nm.

Synthetic ellipsometric readings were obtained by inverting the full multilayer phase with an oxide-only model. The fit gives $m=0.8573$ and $b=-0.4811$ nm, hence

$$L=\frac{3.0}{0.8573}=3.499\ \text{nm},\qquad c=\frac{0.4811}{0.8573}=0.561\ \text{nm}.$$

Changing the adsorbate from 0 to 1.2 nm, with all else fixed, moves the intercept from 0 to $-0.962$ nm but the inferred $L$ only from 3.500 to 3.499 nm. The small residue comes from optics beyond first order: for 0.6 nm of adsorbate, $x-t$ varies by 0.001 nm over the whole set.

By contrast, the thinnest film alone would give $L=4.81$ nm and the thickest 3.745 nm. The fit through the origin gives 3.86 nm, 10% above the true value.

**When contamination does reach the slope**

*Systematic variation.* Suppose the adsorbate thickens by $\gamma$ per unit oxide thickness. Then $x$ rises with $t$ at the rate $1+\gamma g_c/g_{ox}$, and the inferred $L$ is multiplied by that factor. For $\gamma=0.05$ it is 1.047, and the full calculation gives $L=3.66$ nm. The fit cannot distinguish this from a longer attenuation length. Such a trend could arise if thin and thick films were stored for different times.

*Random variation.* Let the offset of sample $i$ be $c+e_i$, with independent Gaussian $e_i$ of standard deviation $\sigma$. Define $S_{tt}=\sum(t_i-\bar t)^2$, $\alpha=\sum(t_i-\bar t)e_i/S_{tt}$ and $\beta=\sum(e_i-\bar e)^2/S_{tt}$. Then, to second order in $e_i$,

$$m=\frac{L_a}{L}\,\frac{1+\alpha}{1+2\alpha+\beta}\simeq\frac{L_a}{L}\left(1-\alpha-\beta+2\alpha^2\right).$$

The averages are $\langle\alpha\rangle=0$, $\langle\alpha^2\rangle=\sigma^2/S_{tt}$ and $\langle\beta\rangle=(n-1)\sigma^2/S_{tt}$ for $n$ samples. The mean slope is therefore lowered by the fraction $(n-3)\sigma^2/S_{tt}$, and its relative spread is $\sigma/\sqrt{S_{tt}}$ to leading order. With $\sigma=0.15$ nm and $S_{tt}=56.9$ nm$^2$ these are 0.44% and 2.0%; simulated regressions gave 0.43% and 2.0%. The spread matters more than the bias here. If the scatter lies in $x$ alone, fitting $x$ against $y$ gives a slope $L/L_a$ that is free of bias, because the noisy quantity no longer appears in the denominator. The spread remains.

**Other errors in slope and intercept**

The intercept collects every constant offset, so it does not by itself identify contamination. Some errors also enter both coefficients. If the true $R_0$ is $f$ times the assumed one, then with $u=t/\Lambda$

$$y=L_a\cos\theta\,\ln\left[1+f(e^u-1)\right],\qquad \frac{dy}{dt}=\frac{L_a}{L}\,\frac{fe^u}{1+f(e^u-1)} .$$

As $u\to0$ the slope is multiplied by $f$. For $u\gg1$ the slope is correct and $y$ is shifted by $L_a\cos\theta\ln f$. With $f=1.05$ the local slope is 2.9% too high at 1.5 nm and 0.3% too high at 8 nm. The whole fit then gives $L$ 1.1% too low and $c$ 0.055 nm too low. Very thin films are thus a poor basis for the slope when $R_0$ is uncertain.

**Comparison with real films**

The parameters are rough typical values for thermal oxide on silicon measured with Al K$\alpha$ radiation, and an adsorbate of some tenths of a nanometre is plausible for samples handled in air. Real samples break the assumption of identical adsorbates, with the consequences given above. They also depart from the ideal model in these ways, each sized for the same fourteen films with the other settings fixed:

- A 0.1 nm suboxide that ellipsometry counts but the photoemission analysis omits lowers the inferred $L$ by 0.8% and raises $c$ by 0.06 nm if it has the oxide's index (0.04 to 0.08 nm for indices from 2 to 3). If its signal is instead counted in the substrate line, $L$ changes by less than 0.1% and $c$ rises by about 0.1 nm.
- An effective attenuation length that rises linearly by 1% across the range, passing through 3.5 nm at the mean thickness, raises the inferred $L$ by 0.7%. The size and sign are chosen only to show the sensitivity. Simple elastic-scattering models at this emission angle give a length that falls with thickness, by about 1% for isotropic scattering and by 6 to 7% for forward-peaked scattering. The inferred $L$ then lies about 0.8% and 4% below the mid-range value, and $c$ is about 0.03 nm and 0.14 nm too high.
- A true oxide index 0.01 above the assumed value raises it by 1.0%.
- A true incidence angle 0.05 degrees above nominal raises it by 0.8%.

The last two errors stretch the ellipsometric scale itself, and no regression against that scale can reveal the stretch. The angle error also shifts the zero of the scale, by 0.002 to 0.003 nm, mainly through the weak absorption of silicon. The slope therefore calibrates the attenuation length relative to ellipsometry. Its absolute accuracy depends on the optical model and the angle, and also on photoemission errors such as a wrong $R_0$ or an uncounted suboxide, which have effects of similar size in the examples above. A thickness-dependent attenuation length can matter more than any of these. Roughness and electron diffraction in the crystalline substrate are not included in these estimates. The numerical output below lists the individual values.

## Calculated quantities

```
True L / assumed L_a: 3.50 / 3.00 nm; L_a/L = 0.8571
Emission angle 34 deg, cos = 0.8290; R0 = 0.8974
Wavelength 632.8 nm, incidence 70.0 deg
Indices: Si (3.88+0.02j), oxide 1.46, adsorbate 1.4
Films: n = 14, 1.5 to 8.0 nm, mean 4.75 nm, S_tt 56.875 nm^2
Ellipsometric phase per oxide thickness: 2.875 deg/nm
Optical weight g: oxide 6.860, adsorbate 6.413
Adsorbate 0.6 nm: ratio 0.9349, first-order c = 0.5609 nm
Sample t, x (ellipsometry), y (XPS), single-sample L, all nm:
  1.5  2.0609  1.2857  4.809
  3.0  3.5607  2.5714  4.154
  5.0  5.5604  4.2857  3.892
  8.0  8.5598  6.8571  3.745
Spread of x - t over all films: 0.00107 nm
Fit: slope 0.85728, intercept -0.4811 nm
Fit: L = 3.4994 nm, c = 0.5612 nm
Adsorbate (nm), slope, intercept (nm), L (nm), c (nm):
  0.0  0.85714  -0.0000  3.5000  0.0000
  0.3  0.85721  -0.2405  3.4997  0.2806
  0.6  0.85728  -0.4811  3.4994  0.5612
  1.2  0.85745  -0.9624  3.4988  1.1223
Forced through origin: slope 0.7781, L = 3.856 nm
Adsorbate growing by 0.05 nm per nm oxide: L = 3.663 nm
Adsorbate scatter (standard deviation): 0.15 nm
  slope bias: simulated -0.426 %, formula -0.435 %
  slope spread: simulated 1.97 %, formula 1.99 %
  bias with x regressed on y: -0.007 %
Adsorbate 0.6 nm on a 5.0 nm XPS sample: y shifts -0.00091 nm
  absolute oxide intensity is multiplied by 0.813
L ratio of the two lines (Si/oxide): 1.00217
R0 error: local slope factor 1.0292 at 1.5 nm, 1.0030 at 8.0 nm
Drift of L: slope change -0.729 %
Neglected effect: change of inferred L (%), change of inferred c (nm)
  R0 assumed too small by factor 1/1.05: -1.070, -0.0554
  0.1 nm suboxide not counted by XPS: -0.761, +0.0609
  different L for the two Si 2p lines: +0.234, -0.0027
  L rising 1 % across the range: +0.734, -0.0286
  true oxide index 0.01 above assumed: +0.999, -0.0007
  true incidence angle 0.05 deg above: +0.839, +0.0076
```
